# Determinantal partition function and equal-time Green's function of the Hubbard model, part 1

(Sections cited here and not found follow in the second part.)

Take two sites, electrons of both spins, and four imaginary-time slices. In each slice let every site carry a number $s=\pm1$ that favours one spin direction over the other. The Fock space has 16 states. For one choice of the eight numbers $s$, the trace of the product of eight $16\times16$ matrices that propagates the electrons through the slices is $1\,215\,666.22$. Two determinants of $2\times2$ matrices built from the same data are $5266.9627$ and $230.8097$, and their product is again $1.215666\times10^6$. The inverse of the second $2\times2$ matrix gives $\langle c_{1\downarrow}c^\dagger_{2\downarrow}\rangle=-2.219$. In a physical state the matrix $\langle c_ic_j^\dagger\rangle$ is Hermitian with eigenvalues between 0 and 1, so no element can be that large. Both facts follow from the structure of the Blankenbecler-Scalapino-Sugar (BSS) representation.

### Model and time slicing

The Hubbard model on $N$ sites with $U\ge0$ is $H=K+V$,

$$K=\sum_{\sigma}\sum_{ij}c^\dagger_{i\sigma}k_{ij}c_{j\sigma},\qquad V=U\sum_i\left(n_{i\uparrow}-\tfrac12\right)\left(n_{i\downarrow}-\tfrac12\right).\tag{1}$$

The real symmetric matrix $k$ holds the hoppings $-t$, the site energies $\epsilon_i$ and $-\mu$, so $Z=\operatorname{Tr}e^{-\beta H}$ over all of Fock space is the grand partition function. Energies are in units of $t$, times in $1/t$, and $\hbar=k_B=1$. With $\Delta\tau=\beta/L$ the Trotter approximant is

$$Z_L=\operatorname{Tr}\left(e^{-\Delta\tau V}e^{-\Delta\tau K}\right)^L.\tag{2}$$

Define $S=e^{-\Delta\tau K/2}e^{-\Delta\tau V}e^{-\Delta\tau K/2}$. Multiplying out shows

$$e^{-\Delta\tau V}e^{-\Delta\tau K}=e^{\Delta\tau K/2}\,S\,e^{-\Delta\tau K/2},\tag{3}$$

and the outer factors cancel between slices and under the trace, so $Z_L=\operatorname{Tr}S^L$. Since $S(\Delta\tau)S(-\Delta\tau)=1$, the power series of $\ln S$, convergent for small $\Delta\tau$, is odd in $\Delta\tau$. With $X=-\Delta\tau K$ and $Y=-\Delta\tau V$ this gives $S=\exp(X+Y+C+O(\Delta\tau^5))$ with $C$ of third order. The third-order part of that exponential is $C+(X+Y)^3/6$, so $C$ is the third-order part of $e^{X/2}e^Ye^{X/2}$ minus $(X+Y)^3/6$. The words $X^3$ and $Y^3$ cancel, because the splitting is exact when either operator vanishes. The remaining words give

$$\left(\tfrac18-\tfrac16\right)(XXY+YXX)+\left(\tfrac14-\tfrac16\right)XYX=-\tfrac1{24}[X,[X,Y]],$$
$$\left(\tfrac14-\tfrac16\right)(XYY+YYX)-\tfrac16\,YXY=\tfrac1{12}[Y,[Y,X]].$$

Writing $S=e^{-\Delta\tau H_{\rm eff}}$,

$$H_{\rm eff}=H+\Delta\tau^2\left(\tfrac1{12}[V,[V,K]]-\tfrac1{24}[K,[K,V]]\right)+O(\Delta\tau^4).\tag{4}$$

Thus $Z_L=\operatorname{Tr}e^{-\beta H_{\rm eff}}$. Cyclicity gives $\delta\operatorname{Tr}H^n=n\operatorname{Tr}H^{n-1}\delta H$ for each power, hence $\delta\ln Z=-\beta\langle\delta H\rangle$ to first order, with $\langle\cdot\rangle$ the exact thermal average. That average obeys $\langle[H,W]\rangle=0$ for any $W$, again by cyclicity. Setting $K=H-V$ in the outer slot gives $\langle[K,[K,V]]\rangle=-\langle[V,[K,V]]\rangle=\langle[V,[V,K]]\rangle$, and $\frac1{12}-\frac1{24}=\frac1{24}$, so

$$\ln Z_L-\ln Z=-\frac{\beta\,\Delta\tau^2}{24}\,\langle[V,[V,K]]\rangle+O(\Delta\tau^4).\tag{5}$$

The sign of the leading term is fixed. Because $[V,K]=[V,H]$, the double commutator is $VVH-2VHV+HVV$. In eigenstates of $H$ with Boltzmann weights $p_n$ its average is $-2\sum_{nm}p_n|V_{nm}|^2(E_m-E_n)$. Averaging this with the same sum with $n$ and $m$ exchanged gives $-\sum_{nm}(p_n-p_m)(E_m-E_n)|V_{nm}|^2\le0$. At leading order $Z_L\ge Z$.

### Decoupling the interaction

The terms of $V$ commute, so $e^{-\Delta\tau V}$ is a product over sites. On one site let $m=n_\uparrow-n_\downarrow$. The empty and doubly occupied states have $(n_\uparrow-\frac12)(n_\downarrow-\frac12)=+\frac14$ and $m=0$; the singly occupied states have $-\frac14$ and $m=\pm1$. The discrete Hubbard-Stratonovich identity is

$$e^{-\Delta\tau U(n_\uparrow-\frac12)(n_\downarrow-\frac12)}=\tfrac12e^{-\Delta\tau U/4}\sum_{s=\pm1}e^{\lambda s(n_\uparrow-n_\downarrow)},\qquad\cosh\lambda=e^{\Delta\tau U/2}.\tag{6}$$

Both sides are diagonal in the four states. The right side is $e^{-\Delta\tau U/4}\cosh(\lambda m)$. For $m=0$ this is $e^{-\Delta\tau U/4}$, as on the left. For $m=\pm1$ it is $e^{-\Delta\tau U/4}e^{\Delta\tau U/2}=e^{+\Delta\tau U/4}$, as on the left. A real $\lambda$ needs $\cosh\lambda\ge1$, which is where $U\ge0$ enters. A Gaussian field serves equally well: $\int d\phi\,(2\pi)^{-1/2}e^{-\phi^2/2+a\phi m}=e^{a^2m^2/2}$ reproduces the same values for $a=\sqrt{\Delta\tau U}$, and the determinantal formulas below carry over with $\lambda s\to a\phi$ and each $\frac12\sum_s$, including its factor $\frac12$, replaced by the normalized Gaussian integral over $\phi$.

Using (6) once for each site $i$ and slice $l$ in (2), with slices numbered from right to left,

$$Z_L=\left(\tfrac12e^{-\Delta\tau U/4}\right)^{NL}\sum_{\{s\}}\operatorname{Tr}\hat U_s,\qquad\hat U_s=\hat U_L\cdots\hat U_1,\qquad\hat U_l=e^{\lambda\sum_is_{il}(n_{i\uparrow}-n_{i\downarrow})}e^{-\Delta\tau K}.\tag{7}$$

No approximation separates (7) from (2). Every exponent in $\hat U_s$ is bilinear in the fermion operators.

### Trace of a product of one-body propagators

Consider $n$ fermion modes and, for any complex $n\times n$ matrix $A$, the operator $\hat A=\sum_{ab}c^\dagger_aA_{ab}c_b$. From $\{c_b,c^\dagger_j\}=\delta_{bj}$ and $\{c_a^\dagger,c_j^\dagger\}=0$,

$$c^\dagger_ac_bc^\dagger_j=\delta_{bj}c^\dagger_a-c^\dagger_ac^\dagger_jc_b=\delta_{bj}c^\dagger_a+c^\dagger_jc^\dagger_ac_b,$$

so $[\hat A,c^\dagger_j]=\sum_ac^\dagger_aA_{aj}$. The function $f_j(x)=e^{x\hat A}c^\dagger_je^{-x\hat A}$ then obeys $f_j'=\sum_af_aA_{aj}$ with $f_j(0)=c_j^\dagger$. This linear system is solved by $f_j=\sum_ic^\dagger_i(e^{xA})_{ij}$, and at $x=1$ it gives $e^{\hat A}c^\dagger_j=\sum_ic^\dagger_i(e^A)_{ij}\,e^{\hat A}$. For two factors, $e^{\hat A_2}e^{\hat A_1}c_j^\dagger=\sum_{ia}c_i^\dagger(e^{A_2})_{ia}(e^{A_1})_{aj}\,e^{\hat A_2}e^{\hat A_1}$: the matrices multiply in the order of the operators. For $\hat U=e^{\hat A_p}\cdots e^{\hat A_1}$ and $M=e^{A_p}\cdots e^{A_1}$,

$$\hat Uc^\dagger_j=\sum_ic^\dagger_iM_{ij}\,\hat U,\qquad\hat U|0\rangle=|0\rangle,\tag{8}$$

the second relation because each $\hat A$ annihilates the vacuum. No logarithm of $M$ is needed, and $M$ need not be symmetric or diagonalizable.

Label basis states by ordered sets, $|T\rangle=c^\dagger_{j_1}\cdots c^\dagger_{j_r}|0\rangle$ with $j_1<\dots<j_r$. Moving $\hat U$ to the right with (8),

$$\hat U|T\rangle=\sum_{i_1\dots i_r}M_{i_1j_1}\cdots M_{i_rj_r}\,c^\dagger_{i_1}\cdots c^\dagger_{i_r}|0\rangle.$$

Terms with a repeated index vanish. The terms whose indices are a permutation $\pi$ of an ordered set $R$ give $\operatorname{sgn}(\pi)|R\rangle$ after reordering, and the signed sum over $\pi$ is the definition of a determinant:

$$\langle R|\hat U|T\rangle=\det M_{R,T},\tag{9}$$

the minor with rows $R$ and columns $T$. The trace is the sum of all principal minors, the empty set contributing 1. The same sum arises from $\det(1+M)$. Column $j$ of $1+M$ is $e_j+m_j$, and the determinant is linear in each column, so it is a sum of $2^n$ determinants in which the columns in a set $R$ come from $M$ and the others are unit vectors. Expanding along a unit column $e_j$ deletes row $j$ and column $j$ with sign $(-1)^{j+j}=+1$, which leaves $\det M_{R,R}$. Therefore

$$\operatorname{Tr}\hat U=\sum_R\det M_{R,R}=\det(1+M).\tag{10}$$

The minors of size $r$ are the contribution of the $r$-particle sector.

In (7) the modes are the $2N$ pairs $(i,\sigma)$, and no exponent mixes the spins. All one-body matrices are block diagonal, with blocks ($\sigma=\pm1$ for $\uparrow,\downarrow$)

$$B_l^\sigma=\operatorname{diag}\left(e^{\sigma\lambda s_{il}}\right)e^{-\Delta\tau k},\qquad M^\sigma=B_L^\sigma\cdots B_1^\sigma.\tag{11}$$

The determinant of a block-diagonal matrix is the product of the block determinants, which gives the BSS partition function

$$Z_L=\left(\tfrac12e^{-\Delta\tau U/4}\right)^{NL}\sum_{\{s\}}w(s),\qquad w(s)=\det(1+M^\uparrow)\det(1+M^\downarrow).\tag{12}$$

The spins see the same field with opposite sign and are correlated only through the sum over it. The sum equals $Z_L$ exactly and $Z$ up to (5). For $U=0$, $\lambda=0$, all $2^{NL}$ terms are equal and cancel the prefactor $2^{-NL}$, and $Z_L=\det(1+e^{-\beta k})^2=\prod_\alpha(1+e^{-\beta\varepsilon_\alpha})^2$ over the eigenvalues $\varepsilon_\alpha$ of $k$, the free-fermion result for every $L$.

### The equal-time Green's function

Let $\mathcal N_{ij}=\operatorname{Tr}[\hat Uc_ic^\dagger_j]$. Anticommute the two operators, apply (8), and cycle $c^\dagger_a$ to the right end; the trace of a product of matrices is cyclic with no sign:

$$\mathcal N_{ij}=\delta_{ij}\operatorname{Tr}\hat U-\operatorname{Tr}[\hat Uc^\dagger_jc_i]=\delta_{ij}\operatorname{Tr}\hat U-\sum_aM_{aj}\operatorname{Tr}[c^\dagger_a\hat Uc_i]=\delta_{ij}\operatorname{Tr}\hat U-\sum_a\mathcal N_{ia}M_{aj}.$$

With (10) this is

$$\mathcal N\,(1+M)=\det(1+M)\;1.\tag{13}$$

The plus sign in $1+M$ is the minus sign of the anticommutation moved to the other side. For $\det(1+M)\ne0$ define $\langle O\rangle_s=\operatorname{Tr}[\hat U_sO]/\operatorname{Tr}\hat U_s$. The inverse of a block-diagonal matrix is block diagonal, so $\langle c_{i\uparrow}c^\dagger_{j\downarrow}\rangle_s=0$ and

$$G^\sigma_{ij}(s)=\langle c_{i\sigma}c^\dagger_{j\sigma}\rangle_s=\left[(1+M^\sigma)^{-1}\right]_{ij},\qquad\langle c^\dagger_{j\sigma}c_{i\sigma}\rangle_s=\delta_{ij}-G^\sigma_{ij}.\tag{14}$$

For $U=0$ the eigenvalues of $G$ are $1/(1+e^{-\beta\varepsilon_\alpha})=1-f(\varepsilon_\alpha)$, the probability that the level is empty.

Inserting $c_ic_j^\dagger$ at the right end of the trace in (2) and repeating the decoupling gives the average of the discretized theory,

$$G_L^\sigma=\frac{\sum_sw(s)\,G^\sigma(s)}{\sum_sw(s)}.\tag{15}$$

The weighted average (15) approaches the physical Green's function as $L\to\infty$; the $G(s)$ of a single field need not be physical. The operator $\hat U_s$ is a product of non-commuting positive operators and is in general neither Hermitian nor positive, so $\langle\cdot\rangle_s$ is in general not an average in a state. $G(s)$ need not be Hermitian, and its elements can exceed 1 in magnitude, which is impossible in a physical state. This accounts for the element $-2.219$.

Where a determinant vanishes, $G(s)$ does not exist but the term $wG$ in (15) does. For nonzero determinant (13) says $\mathcal N=\operatorname{adj}(1+M)$, the transposed cofactor matrix. Multiplying $\hat U$ by $e^{\eta\sum_in_i}$ turns $M$ into $zM$ with $z=e^\eta$. The polynomial $\det(1+zM)$ equals 1 at $z=0$, so its zeros are isolated; both $\mathcal N$ and the adjugate are continuous in $z$, so they agree at the zeros too.

An insertion after slice $l$ is reduced to (14) by cycling the trace: $\operatorname{Tr}[\hat U_L\cdots\hat U_{l+1}c_ic_j^\dagger\hat U_l\cdots\hat U_1]=\operatorname{Tr}[\hat U_l\cdots\hat U_1\hat U_L\cdots\hat U_{l+1}c_ic_j^\dagger]$. Hence

$$G(l)=\left(1+B_l\cdots B_1B_L\cdots B_{l+1}\right)^{-1},\qquad G(l+1)=B_{l+1}G(l)B_{l+1}^{-1}.\tag{16}$$

The second relation holds because conjugating $1+B_l\cdots B_1B_L\cdots B_{l+1}$ with $B_{l+1}$ moves that factor from the right end to the left end. Equation (14) is the case $l=L$.

The move that gave (13) also factorizes higher correlators. Let $Y=c_jc^\dagger_pc_q$ and $x_i=\langle c^\dagger_iY\rangle_s$. By (8) and cyclicity, $x_i=\sum_aM_{ai}\langle Yc^\dagger_a\rangle_s=\sum_aM_{ai}(y_a-x_a)$ with $y_a=\langle\{Y,c^\dagger_a\}\rangle_s$. So $(1+M^T)x=M^Ty$, and $(1+M^T)^{-1}M^T=1-G^T$ gives $x_i=\sum_a(\delta_{ia}-G_{ai})y_a$. Moving $c_a^\dagger$ to the left,

$$c_jc^\dagger_pc_qc^\dagger_a=\delta_{qa}c_jc^\dagger_p+c_jc^\dagger_ac^\dagger_pc_q=\delta_{qa}c_jc^\dagger_p+\delta_{ja}c^\dagger_pc_q-c^\dagger_aY,$$

so $y_a=\delta_{qa}G_{jp}+\delta_{ja}(\delta_{pq}-G_{qp})$ and

$$\langle c^\dagger_ic_jc^\dagger_pc_q\rangle_s=(\delta_{ij}-G_{ji})(\delta_{pq}-G_{qp})+(\delta_{iq}-G_{qi})\,G_{jp}.\tag{17}$$

This is Wick's theorem for a fixed field. For $n_{i\uparrow}n_{i\downarrow}$ the second term contains spin-mixing elements and vanishes, leaving $\langle n_{i\uparrow}n_{i\downarrow}\rangle_s=(1-G^\uparrow_{ii})(1-G^\downarrow_{ii})$. The factorization holds field by field and is lost in the weighted sum, which is how the interaction reappears.

The discretized partition function is now an exact sum over fields of products of two determinants, and the equal-time Green's function is the weighted average of the matrices $(1+M^\sigma)^{-1}$. What remains is the Trotter error of the Green's function, the worked dimer behind the opening numbers, and the sign of the weight.

Numbers in the example were calculated in double precision.
